# The Stark Effect from Quantised Parabolic Actions, to Second Order: a numerical check

```python
"""Stark effect of a hydrogenic atom from quantised parabolic actions.

Result under test (Hartree atomic units, H = p^2/2 - Z/r + F z):
  E = -Z^2/(2 n^2) + (3/2) n k F/Z - n^4 F^2 B/(16 Z^4) + O(F^3), k = n1 - n2
  integer actions      : B = 17 n^2 - 3 k^2 - 9 n3^2, n3 = |m| + 1
  half-integer actions : B = 17 n^2 - 3 k^2 - 9 m^2
  wave mechanics       : B = 17 n^2 - 3 k^2 - 9 m^2 + 19
Scaled separated problem: h = x p^2 + m^2/(4x) + x/4 + f x^2/4 = zeta,
with E = -eps^2/2, x = eps*(r+z) or eps*(r-z), f = +F/eps^3 or -F/eps^3.
a = action + |m|/2 is the value of zeta without field.
"""
import numpy as np
from math import factorial
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre

Z = 1.0


# ---- Separation constants along a trajectory computed in Cartesian form
def separation_constants(state, field):
    q, p = state[:3], state[3:]
    r = np.linalg.norm(q)
    rho = np.hypot(q[0], q[1])
    energy = p @ p / 2 - Z / r + field * q[2]
    lz = q[0] * p[1] - q[1] * p[0]
    p_rho = (q[0] * p[0] + q[1] * p[1]) / rho
    constants = []
    for sign in (1, -1):
        u = r + sign * q[2]
        p_u = p_rho * rho / (2 * u) + sign * p[2] / 2
        constants.append(u * p_u**2 + lz**2 / (4 * u) - energy * u / 2
                         + sign * field * u**2 / 4)
    return np.array(constants)


def newton(t, state, field):
    q = state[:3]
    force = -Z * q / np.linalg.norm(q)**3 - np.array([0, 0, field])
    return np.concatenate([state[3:], force])


orbit_field = 0.01
orbit = solve_ivp(newton, (0, 30), [1, 0, 0.3, 0.1, 0.9, 0.2],
                  args=(orbit_field,), method="DOP853",
                  rtol=1e-11, atol=1e-12)
constants = np.array([separation_constants(s, orbit_field)
                      for s in orbit.y.T])
orbit_drift = np.max(np.abs(constants - constants[0]))
assert orbit_drift < 1e-7
assert np.max(np.abs(constants.sum(axis=1) - Z)) < 1e-9


# ---- Classical action by quadrature between the turning points
ANGLES = (np.arange(200) + 0.5) * np.pi / 200


def action(zeta, m, f):
    poly = np.array([-f / 4, -0.25, zeta, -m * m / 4])
    roots = np.roots(poly).real
    x1, x2 = np.sort(roots[roots > -1e-12])[:2]
    for _ in range(2):  # polish the turning points
        x1 -= np.polyval(poly, x1) / np.polyval(np.polyder(poly), x1)
        x2 -= np.polyval(poly, x2) / np.polyval(np.polyder(poly), x2)
    half = (x2 - x1) / 2
    x = (x1 + x2) / 2 + half * np.cos(ANGLES)
    rest = np.sqrt((1 + f * (x + x1 + x2)) / 4)
    return np.mean(half**2 * np.sin(ANGLES)**2 * rest / x)


def classical_zeta(a, m, f):
    if abs(a - m / 2) < 1e-12:  # zero action: rest at the minimum of h
        x = brentq(lambda y: 0.25 - m * m / (4 * y * y) + f * y / 2,
                   0.5 * m, 2 * m, xtol=1e-15)
        return m * m / (4 * x) + x / 4 + f * x * x / 4
    return brentq(lambda z: action(z, m, f) + m / 2 - a,
                  0.9 * a, 1.1 * a, xtol=1e-15)


for a, m in ((1.5, 1), (2.0, 0), (2.5, 2)):
    f = 2e-4
    plus, minus = classical_zeta(a, m, f), classical_zeta(a, m, -f)
    zero = classical_zeta(a, m, 0.0)
    assert abs(zero - a) < 1e-11
    first = (plus - minus) / (2 * f)
    second = (plus + minus - 2 * zero) / (2 * f * f)
    assert abs(first / ((6 * a * a - m * m / 2) / 4) - 1) < 1e-4
    assert abs(second / (-a * (68 * a * a - 9 * m * m) / 16) - 1) < 1e-3


def classical_energy(a1, a2, m, field):
    n = a1 + a2

    def mismatch(eps):
        f = field / eps**3
        return eps * (classical_zeta(a1, m, f)
                      + classical_zeta(a2, m, -f)) - Z
    eps = brentq(mismatch, 0.98 * Z / n, 1.02 * Z / n, xtol=1e-15)
    return -eps**2 / 2


# ---- Separated wave equation: perturbation sums from quadrature
def separated_wave(n1, m, size=9):
    x, w = np.polynomial.laguerre.laggauss(40)
    u, du = [], []
    for j in range(size):
        norm = np.sqrt(factorial(j) / factorial(j + m))
        q = norm * x**(m / 2) * eval_genlaguerre(j, m, x)
        dq = (m / (2 * x) - 0.5) * q
        if j > 0:
            dq = dq - norm * x**(m / 2) * eval_genlaguerre(j - 1, m + 1, x)
        u.append(q)
        du.append(dq)
    u, du = np.array(u), np.array(du)
    h0 = (du * w * x) @ du.T + (u * w * (m * m / (4 * x) + x / 4)) @ u.T
    levels = np.arange(size) + (m + 1) / 2
    assert np.allclose(h0, np.diag(levels), atol=1e-8)
    xmat = (u * w * x) @ u.T
    a = levels[n1]
    assert abs(xmat[n1, n1] - 2 * a) < 1e-8
    assert abs(xmat[n1, n1 + 1]
               + np.sqrt((a + 0.5)**2 - m * m / 4)) < 1e-8
    v = (u * w * x * x / 4) @ u.T
    steps = [sum(v[n1, j]**2 / (n1 - j) for j in (n1 - d, n1 + d)
                 if j >= 0) for d in (1, 2)]
    total = sum(v[n1, j]**2 / (n1 - j) for j in range(size) if j != n1)
    return a, v[n1, n1], steps, total


def classical_harmonic(a, m, d, h=1e-3):
    theta = np.arange(64) * 2 * np.pi / 64

    def power(b):
        x = 2 * b + 2 * np.sqrt(b * b - m * m / 4) * np.cos(theta)
        return (2 * np.mean(x * x / 4 * np.cos(d * theta)))**2 / 2
    return -(power(a + h) - power(a - h)) / (4 * h)


for n1, m in ((0, 0), (1, 0), (2, 1), (3, 2)):
    a, first, steps, total = separated_wave(n1, m)
    first_excess = first - (6 * a * a - m * m / 2) / 4
    assert abs(first_excess - 1 / 8) < 1e-8
    assert abs(total + a * (68 * a * a - 9 * m * m + 19) / 16) < 1e-6
    shares = [-16 * (steps[d - 1] - classical_harmonic(a, m, d)) / a
              for d in (1, 2)]
    assert abs(shares[0] - 16) < 1e-3 and abs(shares[1] - 3) < 1e-3
split_state = (n1, m, a)


# ---- Full wave-mechanical levels in a spherical basis
def stark_levels(n, m, field):
    s, w = np.polynomial.laguerre.laggauss(30)
    r = n * s / (2 * Z)
    basis = []
    for l in range(m, n + 4):
        for j in range(n + 4 - l):
            p = s**l * eval_genlaguerre(j, 2 * l + 1, s)
            dp = (l / s - 0.5) * p
            if j > 0:
                dp = dp - s**l * eval_genlaguerre(j - 1, 2 * l + 2, s)
            norm = np.sqrt(np.sum(w * r * r * p * p))
            basis.append((l, p / norm, dp * 2 * Z / n / norm))
    size = len(basis)
    ham, overlap = np.zeros((size, size)), np.zeros((size, size))
    for i, (l, p, dp) in enumerate(basis):
        for j, (l2, p2, dp2) in enumerate(basis):
            if l == l2:
                overlap[i, j] = np.sum(w * r * r * p * p2)
                ham[i, j] = np.sum(w * (r * r * dp * dp2 / 2 + (
                    l * (l + 1) / 2 - Z * r) * p * p2))
            elif abs(l - l2) == 1:
                top = max(l, l2)
                cosine = np.sqrt((top**2 - m * m) / (4 * top**2 - 1))
                ham[i, j] = field * cosine * np.sum(w * r**3 * p * p2)
    energies = eigh(ham, overlap, eigvals_only=True)
    order = np.argsort(np.abs(energies + Z * Z / (2 * n * n)))
    return np.sort(energies[order[:n - m]])


def state_data(n, k, m, field):
    """Slope and bracket B for wave, half-integer and integer rules."""
    e0 = -Z * Z / (2 * n * n)
    levels = stark_levels(n, m, field)
    i = (k + n - m - 1) // 2
    a1, a2 = (n + k) / 2, (n - k) / 2
    pairs = [(levels[i], levels[-1 - i])]
    for azimuthal in (m, m + 1):
        pairs.append(tuple(classical_energy(a1, a2, azimuthal, g)
                           for g in (field, -field)))
    slopes = [(up - down) / (2 * field) for up, down in pairs]
    brackets = [-16 * Z**4 * (up + down - 2 * e0) / (2 * field**2 * n**4)
                for up, down in pairs]
    return slopes, brackets, pairs


F = 2e-5
states = [(1, 0, 0), (2, 1, 0), (2, 0, 1), (3, 2, 0), (3, 0, 0),
          (3, 1, 1), (3, 0, 2)]
table = {}
for n, k, m in states:
    field = F * (3 / n)**4  # same strength relative to the binding force
    slopes, brackets, pairs = state_data(n, k, m, field)
    base = 17 * n * n - 3 * k * k
    expected = (base - 9 * m * m + 19, base - 9 * m * m,
                base - 9 * (m + 1)**2)
    for slope in slopes:
        assert abs(slope - 1.5 * n * k / Z) < 1e-3
    for found, formula in zip(brackets, expected):
        # remainder: fourth order in the field, below 0.01 here
        assert abs(found - formula) < 0.03
    table[(n, k, m)] = (slopes, brackets, pairs, expected)

# ---- Output
hartree_ghz = physical_constants["hartree-hertz relationship"][0] / 1e9
field_unit = physical_constants["atomic unit of electric field"][0]
print("Separation constants on a Cartesian orbit, F = %.2f a.u.:"
      % orbit_field)
print("  Z1 = %.6f, Z2 = %.6f, sum = %.6f, largest drift %.1e"
      % (*constants[0], constants[0].sum(), orbit_drift))
print("Separated wave equation, n1 = %d, m = %d, a = %.1f:" % split_state)
print("  first-order excess over classical = %.4f (times f)" % first_excess)
print("  second-order excess, in units of -a f^2/16:")
print("  one-step %.3f, two-step %.3f, sum %.3f" % (*shares, sum(shares)))
print("Numerical bracket B (dimensionless) for Z = 1:")
print("  n  k  m    wave  half-int  integer  wave-half  wave-int")
for (n, k, m), (_, b, _, _) in table.items():
    print("  %d  %d  %d  %6.2f  %8.2f %8.2f  %9.2f %9.2f"
          % (n, k, m, *b, b[0] - b[1], b[0] - b[2]))
ground = [b / 8 for b in table[(1, 0, 0)][1]]
print("Ground-state polarisability (a.u.): wave %.3f, half-integer %.3f, "
      "integer %.3f" % tuple(ground))

n, k, m = 3, 2, 0
slopes, brackets, pairs, expected = table[(n, k, m)]
e0 = -Z * Z / (2 * n * n)
linear = 1.5 * n * k * F / Z
print("Example: hydrogen, n = 3, n1 = 2, n2 = 0, m = 0, k = 2")
print("  field F = %.1e a.u. = %.4e V/m" % (F, F * field_unit))
print("  field-free energy = %.8f hartree" % e0)
print("  saddle energy -2 sqrt(Z F) = %.6f hartree" % (-2 * np.sqrt(Z * F)))
print("  linear shift, formula = %.4f microhartree = %.2f GHz"
      % (linear * 1e6, linear * hartree_ghz))
for name, slope, pair, b in zip(("wave", "half-integer", "integer"),
                                slopes, pairs, expected):
    quadratic = -n**4 * F**2 * b / (16 * Z**4)
    mean = (pair[0] + pair[1]) / 2 - e0
    print("  %s rule: B = %d" % (name, b))
    print("    numerical slope dE/dF = %.5f a.u." % slope)
    print("    quadratic shift, formula = %.5f microhartree = %.4f GHz"
          % (quadratic * 1e6, quadratic * hartree_ghz))
    print("    numerical mean shift of k = +2, -2 = %.5f microhartree"
          % (mean * 1e6))
    print("    total shift of k = +2: series %.5f, numerical %.5f "
          "microhartree" % ((linear + quadratic) * 1e6,
                            (pair[0] - e0) * 1e6))
print("verified")
```

It prints:

```
Separation constants on a Cartesian orbit, F = 0.01 a.u.:
  Z1 = 0.533174, Z2 = 0.466826, sum = 1.000000, largest drift 1.4e-11
Separated wave equation, n1 = 3, m = 2, a = 4.5:
  first-order excess over classical = 0.1250 (times f)
  second-order excess, in units of -a f^2/16:
  one-step 16.000, two-step 3.000, sum 19.000
Numerical bracket B (dimensionless) for Z = 1:
  n  k  m    wave  half-int  integer  wave-half  wave-int
  1  0  0   36.00     17.00     8.00      19.00     28.00
  2  1  0   84.00     65.00    56.00      19.00     28.00
  2  0  1   78.00     59.00    32.00      19.00     46.00
  3  2  0  160.00    141.00   132.00      19.00     28.00
  3  0  0  172.00    153.00   144.00      19.00     28.00
  3  1  1  160.00    141.00   114.00      19.00     46.00
  3  0  2  136.00    117.00    72.00      19.00     64.00
Ground-state polarisability (a.u.): wave 4.500, half-integer 2.125, integer 1.000
Example: hydrogen, n = 3, n1 = 2, n2 = 0, m = 0, k = 2
  field F = 2.0e-05 a.u. = 1.0284e+07 V/m
  field-free energy = -0.05555556 hartree
  saddle energy -2 sqrt(Z F) = -0.008944 hartree
  linear shift, formula = 180.0000 microhartree = 1184.34 GHz
  wave rule: B = 160
    numerical slope dE/dF = 9.00004 a.u.
    quadratic shift, formula = -0.32400 microhartree = -2.1318 GHz
    numerical mean shift of k = +2, -2 = -0.32401 microhartree
    total shift of k = +2: series 179.67600, numerical 179.67679 microhartree
  half-integer rule: B = 141
    numerical slope dE/dF = 9.00003 a.u.
    quadratic shift, formula = -0.28553 microhartree = -1.8787 GHz
    numerical mean shift of k = +2, -2 = -0.28553 microhartree
    total shift of k = +2: series 179.71447, numerical 179.71514 microhartree
  integer rule: B = 132
    numerical slope dE/dF = 9.00004 a.u.
    quadratic shift, formula = -0.26730 microhartree = -1.7587 GHz
    numerical mean shift of k = +2, -2 = -0.26730 microhartree
    total shift of k = +2: series 179.73270, numerical 179.73340 microhartree
verified
```
